# Field ionization of two-dimensional hydrogen from the parabolic formulas

## Problem

An electron moves in a plane, bound to a fixed unit charge by the potential $-1/r$. A weak static field in the plane adds the energy $Fx$, with $F>0$. In atomic units,

$$
-\tfrac12\Delta\psi-\frac{\psi}{r}+Fx\,\psi=E\psi ,\qquad r=\sqrt{x^2+y^2}.
$$

The field turns the ground state into a resonance of complex energy $E=E_r-iW/2$, where $W$ is the ionization rate. Show that for $F\to0$

$$
W\propto F^{-1/2}\exp\!\left(-\frac{16}{3F}\right)
$$

by continuing the parabolic equations of three-dimensional hydrogen to half-integer $m$, and find the constant of proportionality.

The attraction is $1/r$, as for charges in ordinary space whose motion is confined to a plane. The logarithmic potential of planar electrostatics is a different problem.

## First estimate by scaling

Without the field the ground state is $\psi\propto e^{-2r}$. In the plane $\Delta\psi=\psi''+\psi'/r=(4-2/r)\psi$, so $-\tfrac12\Delta\psi-\psi/r=-2\psi$ and $E=-2$. Define $\kappa=\sqrt{-2E}=2$. The state has size $1/\kappa$ and its natural frequency is of order $\kappa^2$.

**Exponent.** The electron escapes towards negative $x$. At distance $s$ from the nucleus, with the Coulomb term left out, the wave decays at the local rate $\sqrt{\kappa^2-2Fs}$, and the barrier ends at $s=\kappa^2/(2F)$. The probability is the square of the amplitude, so its exponent is

$$
-2\int_0^{\kappa^2/2F}\!\sqrt{\kappa^2-2Fs}\;ds=-\frac{2\kappa^3}{3F}=-\frac{16}{3F}.
$$

**Coulomb tail.** The attraction lowers the decay rate by about $1/(\kappa s)$. The probability therefore gains a factor

$$
\exp\!\left(\frac2\kappa\int_{1/\kappa}^{\kappa^2/2F}\frac{ds}{s}\right)\sim\left(\frac{\kappa^3}{F}\right)^{2/\kappa},
$$

up to a number. For $\kappa=2$ this is $8/F$.

**Sideways motion.** A transverse momentum $k$ costs energy $k^2/2$ and replaces $\kappa^2$ by $\kappa^2+k^2$. The exponent $-2(\kappa^2+k^2)^{3/2}/(3F)$ then changes by about $-\kappa k^2/F$, so only $|k|\lesssim\sqrt{F/\kappa}$ gets through. The bound state contains momenta up to about $\kappa$. The fraction that passes is of order $\sqrt{F/\kappa}/\kappa=(F/\kappa^3)^{1/2}$.

The product of these factors is

$$
W_{\rm est}=\kappa^2\left(\frac{\kappa^3}{F}\right)^{2/\kappa-1/2}e^{-2\kappa^3/3F}
=4\sqrt{\frac8F}\;e^{-16/3F}.
$$

The power $F^{-1/2}$ is thus a factor $F^{-1}$ from the Coulomb tail times $F^{1/2}$ from the narrowing of the escaping beam. Scaling cannot supply the number in front.

## Solution

### Separation and the value of $m$

Let $x=(u^2-v^2)/2$ and $y=uv$, so that $r=(u^2+v^2)/2$. Since $x+iy=(u+iv)^2/2$ is an analytic map with squared scale factor $u^2+v^2$,

$$
\Delta=\frac{\partial_u^2+\partial_v^2}{u^2+v^2}.
$$

Multiply the Schrödinger equation by $-2(u^2+v^2)$:

$$
\psi_{uu}+\psi_{vv}+\left[4+2E(u^2+v^2)-F(u^4-v^4)\right]\psi=0 .
$$

With $\psi=U(u)V(v)$ and $4=4Z_1+4Z_2$ this splits into

$$
U''+(4Z_1+2Eu^2-Fu^4)U=0,\qquad V''+(4Z_2+2Ev^2+Fv^4)V=0,
$$

where $Z_1+Z_2=1$. Now set $\xi=u^2=r+x$, $\eta=v^2=r-x$ and $U=\xi^{-1/4}\chi_1(\xi)$. Because $d^2/du^2=4\xi\,d^2/d\xi^2+2\,d/d\xi$,

$$
U''=4\xi\left(\xi^{-1/4}\chi_1''-\tfrac12\xi^{-5/4}\chi_1'+\tfrac5{16}\xi^{-9/4}\chi_1\right)+2\left(\xi^{-1/4}\chi_1'-\tfrac14\xi^{-5/4}\chi_1\right).
$$

The first derivatives cancel, leaving $4\xi^{3/4}\left[\chi_1''+3\chi_1/(16\xi^2)\right]$. Division by $4\xi^{3/4}$, and the same steps for $V=\eta^{-1/4}\chi_2(\eta)$, give

$$
\chi_1''+\left[\frac E2+\frac{Z_1}\xi+\frac{1-m^2}{4\xi^2}-\frac{F\xi}4\right]\chi_1=0,
$$

$$
\chi_2''+\left[\frac E2+\frac{Z_2}\eta+\frac{1-m^2}{4\eta^2}+\frac{F\eta}4\right]\chi_2=0,
$$

with $m^2=\tfrac14$.

For integer $m$ these are the three-dimensional equations. There $\psi=\chi_1\chi_2e^{im\varphi}/\sqrt{\xi\eta}$ and

$$
\Delta=\frac4{\xi+\eta}\left(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right)+\frac1{\xi\eta}\partial_\varphi^2 .
$$

The derivative part gives $\left(\xi(\chi_1/\sqrt\xi)'\right)'=\sqrt\xi\left[\chi_1''+\chi_1/(4\xi^2)\right]$. The angular part splits through $1/(\xi\eta)=(1/\xi+1/\eta)/(\xi+\eta)$ and supplies $-m^2/(4\xi^2)$ and its partner in $\eta$.

The sign of $m$ remains to be chosen. The pairs $(u,v)$ and $(-u,-v)$ describe the same point, so $U$ and $V$ must be both even or both odd. Even factors start as a constant, hence $\chi\sim\xi^{1/4}$; odd factors start as $u$, hence $\chi\sim\xi^{3/4}$. Both agree with the regular form $\chi\sim\xi^{(m+1)/2}$ if

$$
m=-\tfrac12\ \text{(even)},\qquad m=+\tfrac12\ \text{(odd)}.
$$

Both behaviours are square integrable at the origin, so normalizability does not decide between them; smoothness away from the nucleus and the parity do. The ground state has even factors. Using $|m|=\tfrac12$ for it would give the rate of another state.

### Zero field

For general $m>-1$ try $\chi=\xi^{(m+1)/2}e^{-\kappa\xi/2}$. Its logarithmic derivative is $(m+1)/(2\xi)-\kappa/2$. Squaring this and adding its derivative gives

$$
\frac{\chi''}\chi=\frac{m^2-1}{4\xi^2}-\frac{\kappa(m+1)}{2\xi}+\frac{\kappa^2}4 .
$$

The field-free equation is satisfied with $E=-\kappa^2/2$ and $Z_1=\kappa(m+1)/2$. The same holds for $Z_2$. The condition $Z_1+Z_2=1$ becomes $\kappa n=1$ with $n=m+1$, so $E=-1/(2n^2)$. For $m=-\tfrac12$ this is $n=\tfrac12$ and $E=-2$, as it should be.

### From the separation constant to the rate

The field confines motion in $\xi$ and opens a barrier in $\eta$. Hold $E$ real and require an outgoing wave at large $\eta$. Then $Z_2$ acquires a small imaginary part, $\operatorname{Im}Z_2=-\delta$. From the equation for $\chi_2$ and its complex conjugate,

$$
\frac{d}{d\eta}\operatorname{Im}(\chi_2^*\chi_2')=\delta\,\frac{|\chi_2|^2}\eta .
$$

The current $\operatorname{Im}(\chi_2^*\chi_2')$ vanishes at $\eta=0$. Let $J$ be its value just outside the barrier. The integral of the right side comes almost entirely from the bound region, so

$$
\delta=\frac J{\int_0^\infty\chi_2^2\,d\eta/\eta} .
$$

Now let $E$ be complex. The real part of $Z_1+Z_2$ equals 1 at $E_r$, and its slope there is, to leading order, $d(\kappa n)/dE=-n/\kappa$. The imaginary part of the condition $Z_1+Z_2=1$ reads

$$
-\frac n\kappa\left(-\frac{iW}2\right)-i\delta=0
\quad\Longrightarrow\quad
W=\frac{2\kappa\delta}n=\frac{2\delta}{n^2}.
$$

This is what justifies the continuation. The rate follows from the two ordinary differential equations, their behaviour at the origin and the outgoing condition. The volume elements of the plane and of space differ, but neither has been used, and no step requires integer $m$.

### Tunnelling through the barrier

Let $q=\sqrt{\kappa^2-F\eta}$. At $\eta\gg1/\kappa$ the $1/\eta^2$ term is negligible and the decay rate of $\chi_2$ is

$$
p=\sqrt{\frac{q^2}4-\frac{Z_2}\eta}\simeq\frac q2-\frac{Z_2}{\eta q}.
$$

The two integrals needed are

$$
\int_0^\eta\frac q2\,d\eta'=\frac{\kappa^3-q^3}{3F},\qquad
\int\frac{d\eta}{\eta q}=\frac1\kappa\ln\frac{\kappa-q}{\kappa+q}.
$$

The second is checked by differentiation, using $dq/d\eta=-F/(2q)$ and $\kappa^2-q^2=F\eta$. With $Z_2/\kappa=(m+1)/2$, the semiclassical solution is

$$
\chi_2\simeq\frac C{\sqrt{q/2}}\exp\!\left(-\frac{\kappa^3-q^3}{3F}\right)\left(\frac{\kappa-q}{\kappa+q}\right)^{(m+1)/2}.
$$

For small $F\eta/\kappa^2$,

$$
\frac{\kappa^3-q^3}{3F}=\frac{\kappa\eta}2-\frac{F\eta^2}{8\kappa}+\dots,\qquad
\frac{\kappa-q}{\kappa+q}\simeq\frac{F\eta}{4\kappa^2}.
$$

The solution therefore joins $\eta^{(m+1)/2}e^{-\kappa\eta/2}$ in the range $1/\kappa\ll\eta\ll\sqrt{\kappa/F}$, where the term in $F\eta^2$ is also negligible. This range exists if $F\ll\kappa^3$. Equating the coefficients,

$$
C\sqrt{\frac2\kappa}\left(\frac F{4\kappa^2}\right)^{(m+1)/2}=1
\quad\Longrightarrow\quad
C^2=\frac\kappa2\left(\frac{4\kappa^2}F\right)^{m+1}.
$$

At the outer turning point $q\to0$: the exponential becomes $e^{-\kappa^3/3F}$ and the bracket becomes 1. The Coulomb term shifts this point slightly, but the decay rate vanishes there, so the shift does not alter the action to the order kept. Near the point the equation is Airy's, and the outgoing solution is $\mathrm{Bi}+i\,\mathrm{Ai}$. Under the barrier it behaves as $p^{-1/2}$ times an exponential of unit coefficient. Outside it is $k^{-1/2}e^{i(\int k\,d\eta+\pi/4)}$, with $k$ the local wave number and the same coefficient. Hence

$$
J=C^2e^{-2\kappa^3/3F}.
$$

The remaining integral is $\int_0^\infty\eta^m e^{-\kappa\eta}d\eta=\Gamma(m+1)/\kappa^{m+1}$, with $\Gamma$ the gamma function. Therefore

$$
\delta=\frac\kappa{2\,\Gamma(m+1)}\left(\frac{4\kappa^3}F\right)^{m+1}e^{-2\kappa^3/3F},
$$

and, with $W=2\kappa\delta/n$ and $\kappa=1/n$,

$$
W=\frac1{n^3\,\Gamma(m+1)}\left(\frac4{n^3F}\right)^{m+1}\exp\!\left(-\frac2{3n^3F}\right),\qquad n=m+1 .
$$

Using field-free values of $\kappa$ and $Z_2$ is enough at leading order. Changing $F\to-F$ interchanges the equations for $\chi_1$ and $\chi_2$. Both factors are nodeless with the same $m$, so the state is mapped onto itself and its energy shift is even in $F$, starting at $F^2$. This holds for every $m$, including $m=+\tfrac12$, whose field-free level is degenerate. The exponent therefore changes by $O(F)$. The shift of $Z_2$ is linear in $F$ and enters at most with $\ln F$; this too vanishes as $F\to0$.

For the planar ground state, $m=-\tfrac12$, $n^3=\tfrac18$ and $\Gamma(\tfrac12)=\sqrt\pi$:

$$
W=\frac8{\sqrt\pi}\sqrt{\frac{32}F}\;e^{-16/3F}
=\frac{64}{\sqrt{2\pi F}}\exp\!\left(-\frac{16}{3F}\right).
$$

This is the required law, with constant $64/\sqrt{2\pi}\simeq25.53$.

### Two other members of the family

For $m=0$, $n=1$ the formula gives $W=(4/F)e^{-2/3F}$, the rate of the three-dimensional ground state. The scaling argument agrees: $\kappa=1$ gives $F^{-2}$ from the Coulomb tail, and two transverse directions give $F^{1}$.

For $m=+\tfrac12$, $n=\tfrac32$ it describes the lowest planar state odd in $y$, with $E=-2/9$:

$$
W=\frac{16}{27\sqrt\pi}\left(\frac{32}{27F}\right)^{3/2}\exp\!\left(-\frac{16}{81F}\right).
$$

Here $\kappa=\tfrac23$ gives $F^{-3}$ from the tail. The amplitude is odd in $k$, so the transverse integral is $\int k^2e^{-\kappa k^2/F}dk\propto F^{3/2}$. The product is again the power found.

## Comparison

The estimate and the solution have the same exponent and the same power of $F$. Their ratio does not depend on the field:

$$
\frac W{W_{\rm est}}=\frac{8\sqrt{32}/\sqrt\pi}{4\sqrt8}=\frac4{\sqrt\pi}\simeq2.26 .
$$

Take $F=0.2$, which is $1.028\times10^{11}$ V/m. Then $16/(3F)=26.667$ and the exponential is $2.623\times10^{-12}$.

- Scaling estimate: $4\sqrt{40}\times2.623\times10^{-12}=6.64\times10^{-11}$.
- Weak-field formula: $57.09\times2.623\times10^{-12}=1.498\times10^{-10}$, or $6.19\times10^{6}\ \mathrm{s^{-1}}$.
- Numerical resonance: $1.328\times10^{-10}$, or $5.49\times10^{6}\ \mathrm{s^{-1}}$.

The frequency $\kappa^2=4$ times the bare exponential would give only $1.05\times10^{-11}$. The Coulomb-tail factor $8/F=40$ and the sideways factor $1/\sqrt{40}$ together multiply this by $\sqrt{40}\simeq6.3$, and the number $4/\sqrt\pi\simeq2.26$ completes the weak-field value $1.498\times10^{-10}$.

The numerical resonance is found by summing the regular power series of the separated equations and imposing decay in $\xi$ and an outgoing wave in $\eta$; no semiclassical step enters. The ratio of this rate to the formula is

| $F$ | ratio |
|---|---|
| 0.40 | 0.772 |
| 0.20 | 0.887 |
| 0.10 | 0.943 |
| 0.05 | 0.971 |

Relative to the numerical rate, the formula is about 30% too high at $F=0.4$ and 3% too high at $F=0.05$. The deficit of the ratio divided by $F$ stays near 0.57 throughout, so over this range the leading correction looks linear in $F$. Its coefficient is read from the numbers, not derived here. Extrapolated to zero field, the ratio is 0.9999 for $m=-\tfrac12$, 0.9997 for $m=0$ and 0.9991 for $m=+\tfrac12$; each was tested to lie within 0.01 of unity.

A second calculation, in polar coordinates with complex scaling, uses no parabolic separation. For the ground state at $F=0.4$ it gives $5.04546\times10^{-5}$, the same printed digits as the series method. The odd state at $F=0.014815$ agrees equally well, which supports the assignment of the two signs of $m$. The numerical output below also shows the check of $W=8\delta$.

The law needs $F\ll\kappa^3=8$, and small corrections need more than the mere presence of a barrier. With the $1/\eta^2$ term dropped and the field-free values $E=-2$ and $Z_2=\tfrac12$, the turning points satisfy $F\eta^2/4-\eta+\tfrac12=0$ and merge at $F=2$. This marks only the scale of the field: the field lowers both $E$ and $Z_2$, and with the shifted values the merging comes later. At such fields the barrier is in any case no longer wide, and the formula loses its basis.

## Computed values

```
separation residual: 2.2e-165
field-free planar even level: -2.00000000 hartree
field-free planar odd level: -0.22222222 hartree
planar ground state (F, rates in atomic units):
F      computed rate   formula rate    ratio    (1-ratio)/F
0.40   5.04546e-05   6.53833e-05   0.77167   0.5708
0.20   1.32762e-10   1.49758e-10   0.88651   0.5674
0.10   5.23849e-22   5.55543e-22   0.94295   0.5705
0.05   5.25099e-45   5.40580e-45   0.97136   0.5728
ratio extrapolated to F=0, planar even, m=-1/2: 0.99990
ratio extrapolated to F=0, 3D, m=0: 0.99970
ratio extrapolated to F=0, planar odd, m=+1/2: 0.99914
polar rate, even state, F=0.40: 5.04546e-05 a.u.
polar rate, odd state, F=0.014815: 1.59665e-04 a.u.
series rate, odd state, same F: 1.59665e-04 a.u.
delta at F=0.05, computed: 6.56508e-46 a.u.
delta at F=0.05, formula: 6.75726e-46 a.u.
delta computed/formula: 0.97156
rate/(8 delta) at F=0.05: 0.999795
example field: 0.20 a.u.
example field, converted: 1.0284e+11 V/m
example R = 8/F: 40.0
example exponent 16/(3F): 26.66667
example exponential: 2.62309e-12
example prefactor: 57.0920 a.u.
constant 64/sqrt(2 pi): 25.5323 a.u.
example resonance position: -2.0033178 hartree
example formula rate: 1.49758e-10 a.u.
example computed rate: 1.32762e-10 a.u.
example formula rate, converted: 6.1912e+06 1/s
example computed rate, converted: 5.4886e+06 1/s
```
